Ballistic, diffusive and localized motion from Chebyshev propagation on a disordered lattice

An electron in a thin, impure conducting film first moves freely, then scatters, and after many collisions spreads like a diffusing particle. Boltzmann theory gives the diffusivity of that last stage. It leaves out interference between scattering paths, which can slow the spreading and, in strong disorder, stop it. Following the spreading in time shows where each description holds.

The model is a square lattice of spacing a. A non-interacting electron hops between neighbouring sites with amplitude −γ, and site energies are drawn independently and uniformly from −W/2 to W/2. The quantity sought is the mean square displacement along x at energy E,

ΔX²(t) = Tr[g²(H)(X(t) − X)²] / Tr g²(H), D(t) = ½ dΔX²/dt.

Here g²(ε) = exp[−(ε − E)²/2s²] selects energies near E, X(t) = U†XU and U = exp(−iHt/ħ).

**Two sites by hand**

Take sites at x = 0 and x = a, with energies Δ/2 and −Δ/2:

H = [[Δ/2, −γ], [−γ, −Δ/2]], X = [[0, 0], [0, a]].

Direct multiplication gives

H² = R²·1, R² = γ² + Δ²/4,
J ≡ [X,H] = [[0, aγ], [−aγ, 0]], J†J = a²γ²·1.

Let h = H/R, with eigenvalues ±1, and j = J/R. Chebyshev polynomials obey T₀ = 1, T₁ = h and Tₙ₊₁ = 2hTₙ − Tₙ₋₁. Since h² = 1,

T₂ = 2h² − 1 = 1, T₃ = 2h − h = h,

and the pattern repeats. The commutator [X,Tₙ] is therefore 0 for even n and j for odd n.

Write U = Σ cₙTₙ(h) and z = Rt/ħ. On the eigenvalue +1 the even and odd coefficients add to exp(−iz); on −1 their difference is exp(iz). So the even ones sum to cos z and the odd ones to −i sin z:

U = cos z − ih sin z, [X,U] = −ij sin z.

The displacement operator follows from UU† = 1:

X(t) − X = U†XU − U†UX = U†[X,U].

It is Hermitian, so its square is its adjoint times itself, [X,U]†UU†[X,U] = [X,U]†[X,U]. For the dimer this is a multiple of the unit matrix, and any energy window gives

ΔX² = (a²γ²/R²) sin²(Rt/ħ).

At short times ΔX² = a²γ²t²/ħ², which is ballistic and independent of Δ. Later the detuning limits the motion. For Δ = 0 the maximum is a²; for Δ = 2√3 γ, R = 2γ and the maximum is a²/4.

The time average is a²γ²/2R². An eigenstate has probability p = ½(1 ± Δ/2R) on one site, hence position variance

a²p(1 − p) = (a²/4)(1 − Δ²/4R²) = a²γ²/4R².

The average squared displacement is twice this variance. The dimer thus shows ballistic growth and confinement. It has no plateau in D: its single frequency makes the motion reverse periodically, and steady diffusion needs many final states.

**The general algorithm**

On a large lattice the trace is sampled. Let φ have components exp(iθᵢ) with independent random phases. The average of φᵢ*φⱼ is δᵢⱼ, so the average of ⟨φ|A|φ⟩ is Tr A. With φ_E = g(H)φ and cyclicity of the trace,

ΔX² ≈ ‖[X,U]φ_E‖² / ‖φ_E‖².

One filtered vector serves all times. Define ψ = Uφ_E and χ = [X,U]φ_E. Because iħ dU/dt = HU,

iħ dχ/dt = (XHU − HUX)φ_E = [X,H]Uφ_E + H[X,U]φ_E.

The pair therefore obeys

iħ dψ/dt = Hψ,
iħ dχ/dt = Hχ + Jψ,

starting from χ = 0. This is evolution under the block matrix

M = [[H, 0], [J, H]].

The lower-left block of Mⁿ is [X,Hⁿ]. This is true for n = 1, and if it holds for n, multiplication by M gives JHⁿ + H[X,Hⁿ] = [X,Hⁿ⁺¹]. Hence the lower-left block of any polynomial of M is the commutator of X with that polynomial of H.

Choose b ≥ 4γ + W/2. Four hops and one site energy cannot produce a larger eigenvalue in magnitude, so the spectrum of h = H/b lies within [−1,1]. With x = cos θ, the function exp(−izx) is even in θ and has a cosine series. Its coefficients define the Bessel functions Bₙ:

(1/π)∫₀^π exp(−iz cos θ) cos nθ dθ = (−i)ⁿBₙ(z),
exp(−izx) = Σₙ (2 − δₙ₀)(−i)ⁿBₙ(z)Tₙ(x).

Here Tₙ(cos θ) = cos nθ. Set z = bt/ħ and j = J/b. The vectors needed are

ψₙ₊₁ = 2hψₙ − ψₙ₋₁,
χₙ₊₁ = 2(hχₙ + jψₙ) − χₙ₋₁,

with first members (ψ,χ) and (hψ, hχ + jψ). Weighted by the coefficients above, they sum to the new pair. Bₙ(z) falls rapidly once n exceeds z, so the number of terms is z plus a margin. The sum can be restarted from any pair (ψ,χ) because the evolution is linear. The filter g(H) uses the same recursion, with the cosine coefficients of g.

D needs no numerical derivative. With v = −iJ/ħ,

dχ/dt = −(i/ħ)Hχ + vψ.

In Re⟨χ|dχ/dt⟩ the first term vanishes because ⟨χ|H|χ⟩ is real, so

D(t) = Re⟨χ|vψ⟩ / ‖φ_E‖².

The mean D between t₁ and t₂ is [ΔX²(t₂) − ΔX²(t₁)]/[2(t₂ − t₁)]. It averages over fluctuations of D within the interval.

On a periodic lattice X jumps at the seam. J is then built from the local displacement ±a of each hop, and the block equations define χ. Displacement is counted without wrapping, provided the lattice is much wider than the spread.

**What Boltzmann theory predicts**

Without disorder, ε = −2γ(cos kₓa + cos k_y a), and vₓ = (1/ħ)∂ε/∂kₓ is conserved. Then ΔX² = ⟨vₓ²⟩t² and D = ⟨vₓ²⟩t.

Let ρ be the density of states per site and spin. A chain has density 1/[π√(4γ² − u²)], and adding the two directions gives

ρ(E) = ∫ du / {π²√(4γ² − u²) √[4γ² − (E − u)²]}

over the range where both roots are real. It is a complete elliptic integral, evaluated numerically.

For the velocity, use ∂Θ(E − ε)/∂kₓ = −ħvₓδ(E − ε), where Θ is the unit step. Integrating by parts over the Brillouin zone,

ρ⟨vₓ²⟩ = average of vₓ²δ(E − ε) = (1/ħ²) × average of Θ(E − ε) ∂²ε/∂kₓ².

Here ∂²ε/∂kₓ² = 2γa² cos kₓa. By the symmetry of x and y it may be replaced by γa²(cos kₓa + cos k_y a) = −a²ε/2. Hence

ρ⟨vₓ²⟩ = (a²/2ħ²) ∫₋₄γ^E (−ε)ρ(ε) dε.

Now add weak disorder. The site-energy variance is (1/W)∫ε²dε = W²/12. Between plane waves on N sites the mean squared matrix element is W²/12N, independent of direction. Summing the golden rule over final states gives

ħ/τ = 2πρW²/12.

Since every state on the energy surface is equally likely after a collision, the mean velocity after it is zero. The velocity correlation is ⟨vₓ²⟩exp(−t/τ), and D is its time integral:

D(t) = D_B(1 − e^(−t/τ)), D_B = ⟨vₓ²⟩τ,
ΔX² = 2D_B[t − τ(1 − e^(−t/τ))].

A useful diagnostic is α = d ln ΔX²/d ln t. It is 2 for ballistic motion, 1 for diffusion and 0 when spreading has stopped. After several τ the Boltzmann value is α ≈ t/(t − τ), so it approaches 1 slowly even when D is already flat.

**Interference and localization**

A scattering path from k to −k and the same path run backwards have equal amplitudes when time reversal holds. Their interference doubles the probability of exact backscattering. For a final state −k + q the phase difference is q·r, where r joins the ends of the path. Averaging over diffusion gives exp(−Dq²t).

In a square sample of side L the classical probability of one final state is A/(2πρ_aL²), where ρ_a = ρ/a² and A = Γ/[(E − ε)² + Γ²/4], with Γ = ħ/τ. The initial state carries the same spectral weight, so A is replaced by

∫A²dε / ∫A dε = (4π/Γ)/(2π) = 2τ/ħ.

The sum over final states is L²∫d²q/(2π)², so the sample area cancels and the extra backscattered probability is

w(t) = [τ/(πħρ_a)] ∫ d²q/(2π)² exp(−Dq²t) = [τ/(πħρ_a)] × 1/(4πDt).

It carries velocity −vₓ and adds −⟨vₓ²⟩w(t) to the velocity correlation. To leading order ⟨vₓ²⟩τ = D, so integration over time gives

dD/d ln t = −a²/(4π²ħρ).

This holds for t well above τ while the total reduction is small. The plateau in two dimensions is therefore approximate. A magnetic flux gives the two directions around a loop different phases and weakens the effect.

When eigenstates are localized, expand in them. For an eigenstate n, X(t)² and X² have the same expectation value, so

⟨n|(X(t) − X)²|n⟩ = 2⟨n|X²|n⟩ − 2Re Σₘ exp(iωₙₘt)|Xₙₘ|², ωₙₘ = (Eₙ − Eₘ)/ħ.

Without degeneracy only m = n survives a long time average:

average ΔX² = 2(⟨X²⟩ − ⟨X⟩²).

This is the dimer result for any number of sites. A bounded ΔX² means that D averages to zero.

**A worked case**

Take γ = 0.5 eV, a = 0.5 nm and E = 1 eV above the clean band bottom. Then ρ = 0.2185 per eV and the root mean square vₓ is 0.600 nm/fs. For W = 1 eV,

ħ/τ = 2π × 0.2185 × 1/12 = 0.1144 eV, τ = 0.6582/0.1144 = 5.75 fs,
⟨vₓ²⟩τ = 0.600² × 5.75 = 2.07 nm²/fs = 20.7 cm²/s.

Averaged over the window s = 0.15 eV used in the propagation, D_B is 20.3 cm²/s. Three disorder samples of 200 × 200 sites gave:

time (fs): mean D (cm²/s), α
0.29–1.44: 2.91, 1.97
1.44–5.75: 9.42, 1.83
5.75–11.5: 15.7, 1.61
11.5–23.0: 18.8, 1.39
23.0–40.3: 19.4, 1.20

The first row is ballistic. At t = τ, D is 1.02 times the Boltzmann value D_B(1 − 1/e). The last two rows are nearly flat. In the last, from 4τ to 7τ, the Boltzmann displacement gives α = ln(6.00/3.02)/ln(7/4) = 1.23, so α = 1.20 is no sign of ballistic motion.

The plateau is 19.41 ± 0.14 cm²/s (standard error of three samples), or 0.957 D_B. The logarithmic slope is

0.25/(4π² × 0.658 × 0.2185) = 0.0440 nm²/fs = 0.440 cm²/s.

Starting the logarithm at τ and using a typical time of 5.4τ, the reduction is 0.440 × ln 5.4 = 0.74 cm²/s, about 4% of D_B. The starting time is uncertain by a factor of order one, and corrections of higher order in the disorder, which raise D_B by about 2% here, are left out. The Boltzmann curve itself averages 20.16 cm²/s over this interval, 0.6% below D_B. Interference can thus supply a large part of the deficit, but its exact share is not fixed. Eight samples of 100 × 100 sites moved the plateau by −1.1%, which includes sampling error.

At W = 2.5 eV, τ = 0.92 fs and D_B = 3.25 cm²/s. Now ħ/τ is 0.715 eV, close to the 1 eV of kinetic energy, and Boltzmann theory is at its limit. Two samples gave:

1.32–5.27 fs: 3.09, 1.35
5.27–13.2 fs: 2.72, 1.00
13.2–23.7 fs: 2.44, 0.92
23.7–47.4 fs: 2.09, 0.85

No plateau appears; D passes its largest listed value and falls. The value α = 1.00 in the second row is a crossing, so α near 1 identifies diffusion only if D is also flat. The mean of ln t over an interval is (t₂ ln t₂ − t₁ ln t₁)/(t₂ − t₁) − 1. It rises by 1.36 between the second and fourth rows, so the slope is (2.722 − 2.086)/1.36 = 0.467 cm²/s, against 0.440 from the leading-order law. With two samples and a reduction of a third, such close agreement may be partly fortuitous.

The same disorder and random phases were run again with 0.015 flux quanta per cell. The last D rose from 2.09 to 2.40 cm²/s, while at 1.32 fs it changed by 0.05%. Classical bending of orbits cannot cause the rise: the correlation of vₓ with its later value on the orbit is at most ⟨vₓ²⟩, so bending can only lower the Boltzmann integral. The rise has the sign and order of magnitude expected when interference is suppressed; leading-order diffusive theory gives a larger value, from 0.45 to 0.64 cm²/s as the D inserted runs from 2.09 to 3.25 cm²/s. With two samples the rise itself is uncertain by roughly 0.06 cm²/s. The flux corresponds to 248 T and is a numerical probe.

At W = 12.5 eV the golden rule would give ħ/τ = 0.114 × 12.5² ≈ 18 eV, far above the clean bandwidth of 4 eV, so D_B has no meaning. One sample of 140 × 140 sites, with a wider window s = 1 eV, gave a largest sampled D of 0.54 cm²/s at 0.39 fs. Between 26 and 53 fs the mean D was 0.003 cm²/s and α was 0.07.

Diagonalizing separate periodic patches, with position measured from each state's centre, gave these mean variances at widths of 16 and 24 sites:

W = 12.5 eV: 0.165 and 0.172 nm²
W = 7.5 eV: 0.63 and 0.77 nm²
W = 1 eV: 4.4 and 10.0 nm²

At 12.5 eV the variance hardly depends on patch size, as localization requires; the sampling error of each value, of order 0.005 nm², is comparable to their difference. The final ΔX² of 0.305 nm² is 0.89 of twice the larger-patch value. Slow exchange between distant sites of nearly equal energy may supply part of the rest, but the disorder samples also differ. At 7.5 eV the patches do not settle the value. At 1 eV the ratio is 2.26, close to (24/16)² = 2.25: the states fill the patch. That does not exclude localization on a much larger scale, and the plateau is a statement about the times covered.

**Beside a real film**

The weak case is roughly that of a heavily doped indium-tin-oxide film 1 nm thick. The band-bottom mass is 0.305 electron masses and the sheet density 1.48 × 10¹⁴ cm⁻², which is at the high end for this material. With two spins the sheet conductance is

σ = 2e²ρD/a² = 5.44 × 10⁻⁴ S,

or 1840 Ω per square. The mobility σ/(ne) is 23 cm²/Vs, within the tens of cm²/Vs that are roughly typical of such oxides. W was chosen for this regime, so the agreement is no prediction.

The largest listed difference comes from the choice of band: ⟨vₓ²⟩ is 0.62 of its value in a parabolic band of the same mass. Since ρτ is fixed by W, σ is proportional to ⟨vₓ²⟩, and a parabolic band would conduct 1.6 times better at the same W and kinetic energy. The band of the real oxide is itself non-parabolic, which also lowers the velocity, so this factor is not a correction to apply to the film. Phonons come next. For an assumed coupling λ = 0.2 at 300 K, the high-temperature formula ħ/τ_ph = 2πλk_BT gives τ_ph = 20 fs; adding the rates lowers D by 22%, and the mobility to about 18 cm²/Vs. For this λ that is an upper estimate of the effect, because phonons with energies well above k_BT = 26 meV, which such oxides have, scatter less than the formula assumes. If phonons also end the interference at τ_ph, its reduction is 0.440 × ln(20.3/5.75), or 2.7% of D_B. Electron-electron interaction can add a correction of similar form, of order 3% if its logarithm runs from τ to ħ/k_BT. For hard walls and a parabolic band the second subband lies 3.7 eV above the first, beyond the 1 eV Fermi energy. Barriers of 3 to 4.5 eV, or a non-parabolic band, each lower this gap to roughly 1.4 to 2 eV, still above the Fermi energy measured from the first subband. For hard walls and any isotropic band the second subband stays empty while 2πn < 3π²/d², with d the thickness; here this reads 9.3 < 29.6 nm⁻², and at this sheet density it fails for d above about 1.8 nm. A single occupied subband therefore relies on the film being this thin and well confined.

Numerical values quoted here were computed with a short program.
